# Reduced-mass dependence of the one-loop Lamb shift

## 1. What dimensions already fix

An electron (mass $m$, charge $-e$) is bound to a point nucleus (mass $M$, charge $Ze$, no spin). Units are $\hbar=c=1$, $e^2=4\pi\alpha$, and $\mu=mM/(m+M)$. In the center-of-mass frame the nonrelativistic Hamiltonian is

$$H=\frac{\mathbf p^2}{2\mu}+V,\qquad V=-\frac{Z\alpha}{r}.$$

Its only momentum is $\mu Z\alpha$ and its only energy is $\mu(Z\alpha)^2$. A free electron's loop knows only $m$. Seen from atomic distances, the loop is a local correction. The simplest spin-independent form that dimensions allow, and the one found in sections 3 and 7, is

$$\delta V=C\,\frac{\alpha Z\alpha}{m^2}\,\delta^3(\mathbf r),\qquad \langle\delta V\rangle\propto\frac{\mu^3}{m^2}=m\left(\frac{\mu}{m}\right)^3 .$$

If $C$ contains a logarithm running from the atomic energy to the electron mass, its argument is $m/[\mu(Z\alpha)^2]$ times a number. A spin-orbit term $\mathbf L\cdot\mathbf s/r^3$ also scales as $\mu^3$, but its coefficient could be $1/m^2$, $1/(mM)$ or a mixture. Dimensions do not decide this; section 6 does.

The order kept is $\alpha(Z\alpha)^4$, for photons emitted and reabsorbed by the electron and for electron vacuum polarization. The nuclear current enters only through one-photon exchange with the electron's anomalous moment (section 6). Pure and radiative recoil, nuclear self-energy, size and spin are left out.

**Expectation values.** Let $u=rR$ satisfy $-u''/2\mu+(W-E)u=0$ with $W=V+l(l+1)/(2\mu r^2)$. Since $E=-\mu(Z\alpha)^2/[2(n_r+l+1)^2]$, differentiating with respect to $l$ at fixed $n_r$ gives

$$\frac{2l+1}{2\mu}\left\langle\frac1{r^2}\right\rangle=\frac{\mu(Z\alpha)^2}{n^3}.$$

Multiplying the radial equation by $u'$ and integrating gives $u'(0)^2/(2\mu)=\langle W'\rangle$. For $l=0$, $u'(0)^2=4\pi|\psi(0)|^2$ and $W'=Z\alpha/r^2$. For $l\ge1$, $u'(0)=0$, so $\langle l(l+1)/(\mu r^3)\rangle=\langle Z\alpha/r^2\rangle$. Hence

$$|\psi(0)|^2=\frac{(\mu Z\alpha)^3}{\pi n^3},\qquad \left\langle\frac1{r^3}\right\rangle=\frac{2(\mu Z\alpha)^3}{n^3\,l(l+1)(2l+1)} .$$

## 2. Simplest case: a free electron

Let the electron scatter from $p$ to $p'=p+q$. The metric is $(+,-,-,-)$ and $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$. The vertex is $\gamma^\mu F_1+i\sigma^{\mu\nu}q_\nu F_2/(2m)$. With photon mass $\lambda$ as infrared regulator and $k'=k+q$, the loop is

$$\delta\Gamma^\mu=2ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\,\frac{\slashed k\gamma^\mu\slashed k'+m^2\gamma^\mu-2m(k+k')^\mu}{(k^2-m^2)(k'^2-m^2)[(k-p)^2-\lambda^2]} ,$$

after contracting the outer gamma matrices. Feynman parameters $x,y,z$ (sum 1) for the three factors and $k=\ell-yq+zp$ turn the denominator into $(\ell^2-\Delta)^3$, with a factor 2 in front and

$$\Delta=m^2(1-z)^2-xyq^2+z\lambda^2 .$$

Set $\ell=0$ in the numerator. Between spinors, $\slashed p'\to m$ on the left and $\slashed p\to m$ on the right, so $\slashed k\to zm-(1-x)\slashed q$ and $\slashed k'\to zm+(1-y)\slashed q$. Also $\slashed q\gamma^\mu\slashed q\to-q^2\gamma^\mu$. Averaging over $x\leftrightarrow y$ replaces $1-x$ and $1-y$ in the linear terms by $(1+z)/2$:

$$\slashed k\gamma^\mu\slashed k'\to[z^2m^2+(1-x)(1-y)q^2]\gamma^\mu-mz(1+z)\,i\sigma^{\mu\nu}q_\nu .$$

Similarly $(k+k')^\mu\to z(p+p')^\mu=z(2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu)$ by the Gordon identity. The numerator becomes

$$\gamma^\mu N+mz(1-z)\,i\sigma^{\mu\nu}q_\nu,\quad N=(1-x)(1-y)q^2+(1-4z+z^2)m^2 ,$$

plus $\slashed\ell\gamma^\mu\slashed\ell\to-\tfrac12\ell^2\gamma^\mu$. Wick rotation gives $\int d^4\ell/(2\pi)^4(\ell^2-\Delta)^{-3}=-i/(32\pi^2\Delta)$. The $\ell^2$ integral diverges, but its derivative with respect to $\Delta$ is $-i/(16\pi^2\Delta)$. Subtracting at $q^2=0$, where $F_1=1$ defines the charge, leaves

$$F_1-1=\frac{\alpha}{2\pi}\int\!dx\,dy\,dz\,\delta(1-x-y-z)\left[\ln\frac{\Delta_0}{\Delta}+\frac{N}{\Delta}-\frac{N_0}{\Delta_0}\right],$$

where the subscript 0 means $q^2=0$. The magnetic part is

$$F_2(0)=\frac{\alpha}{2\pi}\int_0^1\!dz\,(1-z)\frac{2z(1-z)}{(1-z)^2}=\frac{\alpha}{2\pi}.$$

For the slope put $w=1-z$ and integrate over $x$ at fixed $w$, using $\int xy=w^3/6$ and $\int(1-x)(1-y)=w(1-w)+w^3/6$:

$$F_1'(0)=\frac{\alpha}{2\pi}\int_0^1\!dw\left[\frac{w-w^2+w^3/3}{\Delta_0}+\frac{m^2(w^2+2w-2)w^3}{6\Delta_0^2}\right].$$

With $\mathcal L=\ln(m/\lambda)$, the terms singular at small $w$ give $\mathcal L-\frac13(\mathcal L-\frac12)$. The others give $\int(-1+\frac w3+\frac{w+2}6)dw=-\frac5{12}$. Therefore

$$F_1'(0)=\frac{\alpha}{3\pi m^2}\left(\ln\frac m\lambda-\frac38\right).$$

Test at $\lambda=10^{-4}m$: numerical differentiation of $F_1$ gives a slope of 2.9452 in units $\alpha/(\pi m^2)$; the formula gives 2.9451.

## 3. Removing the soft photons

Binding matters for photons with $k\lesssim\mu(Z\alpha)^2$. Choose $K$ with $\mu(Z\alpha)^2\ll K\ll\mu Z\alpha$, so that also $K\ll m$, and remove $k<K$ from the free result, to be replaced later by the bound-state calculation.

A slow electron carries a coherent cloud of soft photons that depends on its velocity. A sudden change $\Delta\mathbf v=\mathbf q/m$ reduces the elastic amplitude by the overlap of the two clouds, $\exp(-\frac12\|\text{difference}\|^2)$. To first order in $\alpha$,

$$\delta F_1^{\rm soft}=-\frac{e^2}{2}\int_{k<K}\frac{d^3k}{(2\pi)^32\omega}\,(-J^2),\quad J^\mu=\frac{p'^\mu}{p'\cdot k}-\frac{p^\mu}{p\cdot k},$$

with $\omega^2=\mathbf k^2+\lambda^2$. Because $k\cdot J=0$, $-J^2$ includes the longitudinal polarization of the massive photon. At low velocity $\mathbf J\approx\Delta\mathbf v/\omega$ and $J^0\approx\Delta\mathbf v\cdot\mathbf k/\omega^2$. The angular average of $-J^2=\mathbf J^2-(J^0)^2$ is $(\Delta v^2/\omega^2)(1-k^2/3\omega^2)$, so

$$\delta F_1^{\rm soft}=-\frac{\alpha\mathbf q^2}{2\pi m^2}\int_0^K\!dk\,\frac{k^2}{\omega^3}\left(1-\frac{k^2}{3\omega^2}\right).$$

For $K\gg\lambda$, $\int k^2/\omega^3=\ln(2K/\lambda)-1$ and $\int k^4/\omega^5=\ln(2K/\lambda)-\frac43$. The integral is $\frac23[\ln(2K/\lambda)-\frac56]$. In static exchange $q^2=-\mathbf q^2$, and subtraction gives

$$\delta F_1^{\rm hard}=-\frac{\alpha\mathbf q^2}{3\pi m^2}\left[\ln\frac{m}{2K}+\frac{11}{24}\right],\qquad -\frac38+\frac56=\frac{11}{24}.$$

The photon mass has gone. Combining the two numerical integrals at $K=0.02m$ gives 0.4586 for the constant, against $11/24=0.4583$.

Multiplying $V(\mathbf q)=-4\pi Z\alpha/\mathbf q^2$ by this factor cancels $\mathbf q^2$ and leaves a contact potential:

$$\delta V_1=\frac{4\alpha Z\alpha}{3m^2}\left[\ln\frac m{2K}+\frac{11}{24}\right]\delta^3(\mathbf r).$$

The $1/m^2$ belongs to the electron alone, whatever the nuclear mass: the soft part depends on its velocity change $\mathbf q/m$, and the full loop knows only $m$.

## 4. Soft photons in the atom

The bound electron radiates through $e\,\mathbf p\cdot\mathbf A/m$. Since $K\ll\mu Z\alpha$, the wavelengths are much longer than the atom, and $\mathbf A$ may be taken at the atom's center. In the center-of-mass frame its momentum equals the relative momentum $\mathbf p$, but the coupling still contains $1/m$. The photon's recoil adds to $\mathbf p$ a part along $\mathbf k$, which transverse polarization removes. The atom's recoil energy, $k^2/[2(m+M)]$, is negligible beside $k$.

Let $s$ label intermediate states and $D_s=E_s-E_n$. Second-order perturbation theory, with polarization factor $2/3$, gives

$$-\frac{2\alpha}{3\pi m^2}\sum_s|\mathbf p_{sn}|^2\int_0^K\frac{k\,dk}{D_s+k}.$$

Write $k/(D_s+k)=1-D_s/(D_s+k)$. The first term is proportional to $\langle\mathbf p^2\rangle/m^2$. It is the electromagnetic mass change in the electron's kinetic energy $\mathbf p^2/2m$, already contained in the measured $m$, and is dropped. In the rest, the share of states with $|D_s|\gtrsim K$ vanishes as $K/[\mu(Z\alpha)^2]$ grows. It vanishes slowly, as $K^{-1/2}$: for 2S it is still 0.14 at $K=137\,\mu(Z\alpha)^2$, which is the upper end $\mu Z\alpha$ of the window in hydrogen, and the piece dropped there corresponds to about 55 MHz. Such a $K$-dependent piece cannot survive in the total, since $K$ is arbitrary. It cancels against the binding correction to the photons above $K$, which section 3 drops in the same way. The two parts are therefore accurate only in their sum. At leading order in $Z\alpha$ one may formally take $K\gg|D_s|$, and the real part is

$$E_{\rm soft}=\frac{2\alpha}{3\pi m^2}\sum_s|\mathbf p_{sn}|^2D_s\ln\frac K{|D_s|}.$$

The coefficient of $\ln K$ follows from a double commutator:

$$\sum_s|\mathbf p_{sn}|^2D_s=\tfrac12\langle[\mathbf p,\cdot[H,\mathbf p]]\rangle=\tfrac12\langle\nabla^2V\rangle=2\pi Z\alpha|\psi(0)|^2 .$$

The kinetic term commutes with $\mathbf p$, so $\mu$ enters through $\psi$ alone. For S states the sum is $S_n=2Z\alpha(\mu Z\alpha)^3/n^3$; for $l\ge1$ it is zero. Define the Bethe logarithm for every $l$ by

$$\ln k_0=\frac1{S_n}\sum_s|\mathbf p_{sn}|^2D_s\ln\frac{2|D_s|}{\mu(Z\alpha)^2}.$$

All $D_s$ scale with $\mu$, so $k_0$ is independent of the masses. With $d=1$ for $l=0$ and $d=0$ otherwise,

$$E_{\rm soft}=\frac{4\alpha(Z\alpha)^4\mu^3}{3\pi m^2n^3}\left[d\ln\frac{2K}{\mu(Z\alpha)^2}-\ln k_0\right].$$

Test on 2S, with $m=Z\alpha=1$: diagonalization at $\mu=0.6$ gives the sum 0.0540, which is $0.6^3$ times the value 0.2500 at $\mu=1$. The mean of $\ln D_s$ moves from 2.1186 to 1.6078, a change of $-0.5108=\ln0.6$. This is the reduced mass inside the logarithm.

## 5. S states with a finite nuclear mass

For S states, $\langle\delta V_1\rangle$ has the same prefactor as $E_{\rm soft}$, so the logarithms add:

$$\ln\frac m{2K}+\ln\frac{2K}{\mu(Z\alpha)^2}=\ln\frac m{\mu(Z\alpha)^2}.$$

The arbitrary $K$ cancels. The numerator is the electron mass, because it comes from the electron's loop; the denominator is an atomic energy. For $M\to\infty$ the argument becomes $(Z\alpha)^{-2}$.

The magnetic form factor also contributes to S states. Its charge component, derived in section 6, multiplies $V(\mathbf q)$ by $-\mathbf q^2F_2/(4m^2)$ and gives

$$\delta V_2=\frac{\pi Z\alpha F_2}{m^2}\delta^3(\mathbf r)=\frac{4\alpha Z\alpha}{3m^2}\cdot\frac38\,\delta^3(\mathbf r).$$

The constants combine to $\frac43(\frac{11}{24}+\frac38)=\frac{10}9$. This anomalous-moment term is cubic in $\mu$. Section 6 finds a quadratic law for the spin-orbit term; that law does not hold for every effect of the anomalous moment.

## 6. The anomalous spin-orbit term

Take one-photon exchange between the electron's $F_2$ vertex and a nucleus that moves. In the center-of-mass frame the electron goes from $\mathbf p$ to $\mathbf p'=\mathbf p+\mathbf q$, the nucleus from $-\mathbf p$ to $-\mathbf p'$, and $q^0=0$. The slow-electron spinor is $u=(1,\boldsymbol\sigma\cdot\mathbf p/2m)\phi$. The charge component of the vertex, per unit $F_2$, is

$$\frac{(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)}{4m^2}=-\frac{\mathbf q^2}{4m^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{2m^2},$$

since $\mathbf p'\times\mathbf q=-\mathbf q\times\mathbf p$. The current component is $i(\boldsymbol\sigma\times\mathbf q)/2m$. It meets the nuclear current $-(\mathbf p+\mathbf p')/2M$, and the metric supplies another minus sign:

$$\frac{i(\boldsymbol\sigma\times\mathbf q)\cdot(\mathbf p+\mathbf p')}{4mM}=\frac{i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{2mM}.$$

The two spin terms have equal weight, so

$$\frac1{2m}\left(\frac1m+\frac1M\right)=\frac1{2m\mu}.$$

Multiply by $V(\mathbf q)F_2$. Since $i\mathbf qV(\mathbf q)$ is the transform of $\nabla V=Z\alpha\,\mathbf r/r^3$, and $\mathbf s=\boldsymbol\sigma/2$,

$$\delta V_{\rm so}=\frac{F_2}{m\mu}\frac{Z\alpha}{r^3}\,\mathbf L\cdot\mathbf s .$$

The physical reading is direct. The anomalous moment, proportional to $F_2/m$, feels the magnetic field in the electron's rest frame. That field depends on the relative velocity $\mathbf p/m+\mathbf p/M=\mathbf p/\mu$. The factor $1/\mu$ removes one of the three powers of $\mu$ in $\langle r^{-3}\rangle$.

The ordinary Dirac vertex behaves differently. Its charge component has the spin term $i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)/4m^2$, while its magnetic current is again $i(\boldsymbol\sigma\times\mathbf q)/2m$. The coefficient is

$$\frac1{4m^2}+\frac1{2mM}=\frac1{2m\mu}-\frac1{4m^2}.$$

The last term is the Thomas precession, which has no counterpart proportional to $F_2$. Test at $M=3m$, $\mu=0.75m$: the full spinor amplitudes give 0.6667 for the anomalous coefficient and 0.4167 for the Dirac one, in units $1/m^2$, as the two formulas require.

For the energy use the Dirac number $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. In both cases $\langle\mathbf L\cdot\mathbf s\rangle=-(\kappa+1)/2$ and $l(l+1)=\kappa(\kappa+1)$. Thus

$$E_{\rm so}=\frac{\alpha}{2\pi}\frac{Z\alpha}{m\mu}\left(-\frac{\kappa+1}2\right)\frac{2(\mu Z\alpha)^3}{n^3\kappa(\kappa+1)(2l+1)}=-\frac{\alpha(Z\alpha)^4}{\pi n^3}\frac{\mu^2}{m}\frac1{2\kappa(2l+1)} .$$

## 7. Vacuum polarization

A static potential of wave vector $\mathbf q$ lifts electrons from the filled negative-energy sea. Let $\mathbf p_{1,2}=\mathbf p\pm\mathbf q/2$ with energies $E_{1,2}$. The spin-summed overlap is the trace of the two energy projectors, and second-order perturbation theory gives the charge response

$$\chi=-2e^2\int\frac{d^3p}{(2\pi)^3}\,\frac{1-(\mathbf p_1\cdot\mathbf p_2+m^2)/(E_1E_2)}{E_1+E_2}.$$

Set $A=p^2+m^2$ and $t=(\mathbf p\cdot\hat{\mathbf q})^2$. From $E_{1,2}^2=A+\frac{q^2}4\pm\mathbf p\cdot\mathbf q$ one finds, to the needed order,

$$E_1E_2=A+\frac{q^2}4-\frac{tq^2}{2A}+\frac{t(A-t)q^4}{8A^3},\qquad E_1+E_2=2\sqrt A\left[1+\frac{q^2(A-t)}{8A^2}\right].$$

The numerator of the overlap is $E_1E_2-A+\frac{q^2}4=\frac{q^2(A-t)}{2A}\left[1+\frac{tq^2}{4A^2}\right]$, and the fraction expands as

$$\frac{q^2(A-t)}{4A^{5/2}}+\frac{q^4(A-t)(7t-3A)}{32A^{9/2}} .$$

The $q^2$ term diverges logarithmically and rescales the charge. In the $q^4$ term, integrating over the direction cosine turns $(A-t)(7t-3A)$ into $-6A^2+\frac{20}3Ap^2-\frac{14}5p^4$. The radial integrals of $p^2/A^{5/2}$, $p^4/A^{7/2}$ and $p^6/A^{9/2}$ are $\frac13,\frac15,\frac17$ times $1/m^2$, so

$$\frac1{32m^2}\left(-2+\frac43-\frac25\right)=-\frac1{30m^2}.$$

The prefactor is $-2e^2\cdot2\pi/(2\pi)^3=-2\alpha/\pi$, hence $\chi=-Cq^2+\alpha q^4/(15\pi m^2)$. Solving $q^2\varphi=\rho+\chi\varphi$ multiplies the potential by $1+\alpha q^2/(15\pi m^2)$ once the charge is rescaled. Direct integration at small $q$ gives 0.0666 for the coefficient $1/15=0.0667$. The resulting potential is

$$\delta V_{\rm vp}=-\frac{4\alpha Z\alpha}{15m^2}\delta^3(\mathbf r),$$

again a contact term and again cubic in $\mu$.

## 8. The result and its range

$$\boxed{\begin{aligned}E=\frac{\alpha(Z\alpha)^4m}{\pi n^3}\Big\{&\Big(\frac\mu m\Big)^3\Big[\frac43d\ln\frac m{\mu(Z\alpha)^2}-\frac43\ln k_0+\Big(\frac{10}9-\frac4{15}\Big)d\Big]\\&-\Big(\frac\mu m\Big)^2\frac{1-d}{2\kappa(2l+1)}\Big\}\end{aligned}}$$

For $l\ge1$ the large logarithm disappears, and a cubic Bethe term stands beside a quadratic spin-orbit term. No single power of $\mu/m$ then describes the level. The same is true of S levels because of the logarithm: for $Z=1$ the effective power $d\ln E/d\ln\mu$ near $\mu=m$ is 2.87 for $2S_{1/2}$, 1.68 for $2P_{1/2}$ and 2.32 for $2P_{3/2}$.

The mass dependence of these terms was not expanded in $m/M$. For a light nucleus, however, the omitted recoil and nuclear-radiation terms need not be small. The expansion in $Z\alpha$ also fails for heavy nuclei.

## 9. The $n=2$ levels of hydrogen and muonium

For $Z=1$ the scale $\alpha^5mc^2/(8\pi h)$ is 101.733 MHz, $\ln\alpha^{-2}=9.8405$, and the computed Bethe logarithms are 2.8117 (2S) and $-0.0300$ (2P). The finite basis leaves the 2S value slightly low. The sum over exact bound and continuum states gives 2.81177, which moves the 2S level by less than 0.02 MHz. With infinite nuclear mass,

$$2S_{1/2}:\ 101.733\left[\tfrac43(9.8405-2.8117)+0.8444\right]\approx1039.3\ \text{MHz},$$

$$2P_{1/2}:\ 101.733\left[0.0400-\tfrac16\right]\approx-12.9\ \text{MHz}.$$

For $2P_{3/2}$, $\kappa=-2$ replaces $-\frac16$ by $+\frac1{12}$, giving 12.5 MHz. The splitting $2S_{1/2}-2P_{1/2}$ is 1052.2 MHz.

In hydrogen $\mu/m=0.999456$ and the splitting becomes 1050.6 MHz. The change of $-1.634$ MHz has three parts:

- The cubic prefactor gives $-1.690$ MHz. This is $(\mu/m)^3-1=-0.001632$ times 1035.2 MHz, the infinite-mass splitting without its spin-orbit part.
- The logarithm gives $+0.074$ MHz, because a smaller $\mu$ lowers the atomic energy and widens the range of the logarithm.
- The spin-orbit term gives $-0.018$ MHz. It pushes $2P_{1/2}$ down, and finite nuclear mass weakens the push.

Using a cubic factor for the spin-orbit term would shift the hydrogen splitting by a further $-0.009$ MHz, half of the true spin-orbit change, as expected from three powers instead of two.

In muonium $\mu/m=0.995187$, and the splitting is 1037.8 MHz, which is 14.4 MHz below the infinite-mass value. The muon's spin and its own radiation are not included.

These are values of the leading-order formula. Higher binding corrections, recoil and further loops are not calculated here, so the total splittings are not predictions of measured frequencies. The next binding order, $\alpha(Z\alpha)^5$, is known to add about 7 MHz, and the measured hydrogen splitting of about 1057.8 MHz lies 7 MHz above the value found here. The small differences show how the terms of this formula respond to the nuclear mass. They are not the full mass effect. For $Z=1$ the omitted recoil term, of order $(Z\alpha)^5m^2/M$, is of the same order in $m/M$ as the changes listed. Its known value is about $+0.36$ MHz in hydrogen and $+3.1$ MHz in muonium, roughly a fifth of the kept effect and of opposite sign. The numerical output lists them with the intermediate values.

## Computed values

```
TESTS (m = 1)
photon mass lambda/m = 1.0e-04, cutoff K/m = 0.02
F1 slope, units alpha/(pi m^2): 2.94520
F2(0), units alpha/pi: 0.500000
soft-photon integral up to K: 3.43876
hard constant (11/24 = 0.45833): 0.45859
exchange test: M/m = 3.0, mu/m = 0.7500
anomalous contact coefficient of q^2: -0.25000
anomalous spin-orbit coefficient: 0.66667
Dirac spin-orbit coefficient: 0.41667
polarization slope, alpha/(pi m^2): 0.06658
its limit 1/15: 0.06667
BETHE SUMS (Z alpha = 1)
2S sum of p^2 dE, mu=1: 0.250000
2S sum of p^2 dE, mu=0.6: 0.054000
2P sum, S and D channels: -0.027778, 0.027778
2S mean ln(dE), mu=1: 2.1186
2S mean ln(dE), mu=0.6: 1.6078
ln k0(2S) = 2.8117
ln k0(2P) = -0.03002
WORKED EXAMPLE (n = 2, Z = 1)
1/alpha = 137.035999
scale alpha^5 m c^2/(8 pi h) = 101.7328 MHz
ln(1/alpha^2) = 9.84049
mu/m hydrogen = 0.99945568, muonium = 0.99518695
infinite M: 2S1/2 1039.31 MHz, 2P1/2 -12.88 MHz
   2P3/2 12.55 MHz, 2S1/2-2P1/2 1052.20 MHz
hydrogen: 2S1/2 1037.69 MHz, 2P1/2 -12.87 MHz
   2P3/2 12.53 MHz, 2S1/2-2P1/2 1050.56 MHz
muonium: 2S1/2 1025.02 MHz, 2P1/2 -12.78 MHz
   2P3/2 12.41 MHz, 2S1/2-2P1/2 1037.80 MHz
Hydrogen splitting minus infinite-M splitting:
   cubic prefactor -1.6896 MHz
   logarithm 0.0737 MHz
   quadratic spin-orbit -0.0185 MHz
   total -1.6343 MHz
error if spin-orbit were cubic: -0.0092 MHz
```
